# Why a finer k-mesh lowers the critical field of the electric enthalpy

## 1. Two flat bands

Take a chain of period $a$ with two orbitals on the same site of each cell, energies $\mp\Delta/2$, and no hopping. Electrons are independent and spinless, and the lower band is full. (Spin would double every term below and leave the threshold unchanged.) The zone is sampled at $k_j=2\pi j/(Na)$, $j=0,\dots,N-1$, with filled cell-periodic state $u_j$.

**The field term.** The Wannier function is an integral over $k$ of $e^{ikx}u_k$. Since $x\,e^{ikx}=-i\partial_k e^{ikx}$, an integration by parts moves the derivative onto $u_k$, and the Wannier centre is

$$\bar x=\frac{a}{2\pi}\int dk\,\langle u_k|i\partial_k u_k\rangle .$$

On the mesh, $\langle u_j|u_{j+1}\rangle\approx 1+\delta k\langle u|\partial_k u\rangle\approx e^{-i\,\delta k\langle u|i\partial_k u\rangle}$, with $\delta k=2\pi/(Na)$. The integral is therefore replaced by

$$\varphi=-\operatorname{Im}\ln\prod_j\langle u_j|u_{j+1}\rangle,\qquad \bar x=\frac{a\varphi}{2\pi}.$$

An electron of charge $-e$ in a field $\mathcal E>0$ has energy $+e\mathcal E\bar x$. Multiplying the enthalpy per cell by $N$ gives

$$G=\sum_j\langle u_j|H_j|u_j\rangle+\lambda\varphi,\qquad \lambda=\frac{e\mathcal E aN}{2\pi}. \tag{1}$$

The band energy is a sum of $N$ local terms. The field enters through one phase whose prefactor grows with $N$.

**The Hessian.** Write $u_j=(1,c_j)/\sqrt{1+|c_j|^2}$, where $c_j$ is the admixture of the upper orbital. The band energy at $k_j$ is

$$-\frac{\Delta}{2}+\frac{\Delta|c_j|^2}{1+|c_j|^2}\approx-\frac{\Delta}{2}+\Delta|c_j|^2 .$$

Each overlap is $1+c_j^*c_{j+1}$ divided by real positive norms, which do not affect the phase. To second order $\varphi=-\operatorname{Im}\sum_j c_j^*c_{j+1}$. There is no first-order term, so $c=0$ is stationary at every field. With $c_j=N^{-1/2}\sum_m C_m e^{i\theta_m j}$ and $\theta_m=2\pi m/N$,

$$G_2=\sum_m\left(\Delta-\lambda\sin\theta_m\right)|C_m|^2. \tag{2}$$

I call the bracket the stiffness; the Hessian in $\operatorname{Re}C_m,\operatorname{Im}C_m$ is twice as large. The minimum is lost when the smallest stiffness reaches zero:

$$\mathcal E_c=\frac{2\pi\Delta}{eNa\,\max_m\sin\theta_m}. \tag{3}$$

The maximum of the sine is 1 when $N$ is a multiple of 4 and tends to 1 for large $N$. For $N=2$ both sines vanish and the minimum is never lost, so $N\ge3$ from here on.

## 2. What the mesh does to distance

Mode $m$ has $c_j\propto e^{imak_j}$. In the Wannier function this places the upper orbital at $-ma$, with weight $|C_m|^2/N$: the electron has begun to move $m$ cells against the field. The true energy gain per unit weight is $e\mathcal E ma$. The mesh instead gives

$$\bar x=-\frac{a}{2\pi}\sin\theta_m|C_m|^2=-\ell_m\frac{|C_m|^2}{N},\qquad \ell_m=\frac{Na}{2\pi}\sin\frac{2\pi m}{N}. \tag{4}$$

For $m\ll N$, $\ell_m\approx ma$. For longer transfers the mesh credits too little, and never more than $Na/2\pi$. With $N=16$, transfers by 1, 2, 4 and 6 cells are credited as 0.974, 1.801, 2.546 and 1.801 cells.

The stiffness is $\Delta-e\mathcal E\ell_m$: the cost of crossing the gap minus the gain from moving down the potential. In an unbounded crystal a transfer over more than $\Delta/(e\mathcal E)$ lowers the energy at any nonzero field; this is the Zener instability. The mesh hides it as long as its longest reach is shorter than that distance. Refining the mesh lengthens the reach, so a smaller field suffices.

**The minimum is only local.** Follow the states $c_j=\sqrt t\,i^{\,j}$, with $N$ a multiple of 4, from $t=0$. Each overlap is proportional to $1+it$, so with $\varphi$ followed continuously

$$\frac{G(t)-G(0)}{N}=\frac{\Delta t}{1+t}-\lambda\arctan t .$$

For $\Delta=3$ eV, $\lambda=0.7\Delta=2.1$ eV and $t=1$ this is $1.5-2.1\,\pi/4=-0.149$ eV, although the lowest stiffness at $t=0$ is still $+0.9$ eV. This family falls below $G(0)$ only for $\lambda>0.60\Delta$. At smaller fields the minimum is still not global: carrying the states once around a point where one overlap vanishes changes the continuously followed $\varphi$ by $2\pi$, so $G$ can be lowered by $2\pi\lambda$ per turn at any nonzero field. What disappears at $\mathcal E_c$ is the barrier around a metastable state.

## 3. Contributions for general bands

Now let $H_j$ be any smooth two-band Hamiltonian. Orbitals may sit at different places in the cell; the state closing the ring is then $u_N=Uu_0$, with $U=e^{-2\pi i x/a}$ diagonal in the orbitals. Let $v_j$ be the unit vector orthogonal to $u_j$, with $v_N=Uv_0$, and vary

$$u_j\to\frac{u_j+c_jv_j}{\sqrt{1+|c_j|^2}} .$$

Define $S_j=\langle u_j|u_{j+1}\rangle$, $A_j=\langle u_j|v_{j+1}\rangle/S_j$ and $B_j=\langle v_j|u_{j+1}\rangle/S_j$, assuming $S_j\neq0$ so that the phase exists. Apart from real norms, the new overlap is

$$S_j\left(1+A_jc_{j+1}+B_jc_j^*+\frac{\langle v_j|v_{j+1}\rangle}{S_j}c_j^*c_{j+1}\right).$$

**First order.** The band energy contributes $2\operatorname{Re}c_j^*\langle v_j|H_j|u_j\rangle$. The phase contributes $-\lambda\operatorname{Im}(A_jc_{j+1}+B_jc_j^*)$. Using $-\operatorname{Im}z=\operatorname{Re}(iz)$ and $\operatorname{Re}(iAc)=\operatorname{Re}(-iA^*c^*)$, and collecting the coefficient of $c_j^*$, a stationary state obeys

$$\langle v_j|H_j|u_j\rangle+\frac{i\lambda}{2}\left(B_j-A_{j-1}^*\right)=0. \tag{5}$$

**Second order.** Expanding the norm in the band energy leaves $g_j|c_j|^2$, with $g_j=\langle v_j|H_j|v_j\rangle-\langle u_j|H_j|u_j\rangle$. In the phase, $\ln(1+z)=z-z^2/2$ gives

$$G_2=\sum_jg_j|c_j|^2-\lambda\operatorname{Im}\sum_j\left[W_jc_j^*c_{j+1}-\tfrac12A_j^2c_{j+1}^2-\tfrac12B_j^2c_j^{*2}\right], \tag{6}$$

where $W_j=\langle v_j|v_{j+1}\rangle/S_j-A_jB_j$. The three contributions weigh as follows.

- **Gap cost**, $g_j$. Both expectation values lie between the two band energies, so $g_j\le\Delta_j$, the direct gap at $k_j$. An energy $\varepsilon_0(k)$ common to both orbitals cancels, so an indirect gap has no influence.
- **Link term**, $W_j$. The $2\times2$ matrix of overlaps between the complete bases $(u_j,v_j)$ and $(u_{j+1},v_{j+1})$ is unitary, and its determinant is $S_j^2W_j$. Hence $|W_j|=1/|S_j|^2\ge1$: this term keeps its full strength $\lambda$ on any mesh.
- **Pair terms**, $A_j^2$ and $B_j^2$. For states smooth in $k$, $A_j$ and $B_j$ are of order $1/N$, so these terms are of order $\lambda/N^2$.

The competition is between the first two, as in the flat chain.

## 4. A field above which no minimum exists

Choose $c_j=r_je^{i(\alpha+\beta_j)}$ with $r_j\ge0$. We want every $W_jc_j^*c_{j+1}$ to have phase $\pi/2+\delta$ with small $\delta$. Around the ring the differences $\beta_{j+1}-\beta_j$ must add up to $2\pi n$, so

$$\sum_j\arg W_j+2\pi n=N\left(\frac{\pi}{2}+\delta\right).$$

A suitable integer $n$ makes $|\delta|\le\pi/N$. The link terms then contribute at most $-\lambda\cos(\pi/N)\sum_jr_jr_{j+1}$. Replacing $\alpha$ by $\alpha+\pi/2$ reverses the sign of all pair terms and changes nothing else, so one of the two choices makes them non-positive. Therefore

$$G_2\le\sum_j\Delta_jr_j^2-\lambda\cos\frac{\pi}{N}\sum_jr_jr_{j+1}. \tag{7}$$

Put $r_j=y_j/\sqrt{\Delta_j}$, and let $T$ have elements $\tfrac12$ between ring neighbours and zero elsewhere. If $\tau$ is the largest eigenvalue of the matrix $T_{ij}/\sqrt{\Delta_i\Delta_j}$, whose eigenvector can be taken non-negative, the right side is negative for

$$\lambda>\Lambda_N=\frac{1}{\tau\cos(\pi/N)}. \tag{8}$$

The state $u_j$ was arbitrary, so above $\Lambda_N$ no state with a defined phase is a minimum. Equal $r_j$ in (7) show that $\Lambda_N$ is at most the mesh average of $\Delta_j$ divided by $\cos(\pi/N)$, which stays bounded as $N$ grows. At fixed $\mathcal E\neq0$, $\lambda$ grows in proportion to $N$. Every nonzero field therefore loses its minimum on a fine enough mesh.

## 5. The threshold on a fine mesh

For large $N$ and $\lambda$ of the order of the gap, the field is of order $1/N$. I assume that the stationary state then differs from the zero-field one by order $1/N$. This changes $g_j$ from $\Delta_j$ by order $1/N^2$ only, and $|W_j|-1$ is of the same order. Absorb the link phases into $c_j$, calling the result $b_j$; the leftover mismatch can be placed where the mode is negligible. Then

$$G_2\approx\sum_j\Delta_j|b_j|^2-\lambda\operatorname{Re}\sum_jb_j^*b_{j+1}=\sum_j(\Delta_j-\lambda)|b_j|^2+\frac{\lambda}{2}\sum_j|b_{j+1}-b_j|^2 .$$

Let the direct gap have a single minimum $\Delta_{\min}$, and let $q$ be the distance from it in $ka$. The mesh step in $q$ is $2\pi/N$. For smooth $b$ the stiffness operator is

$$\Delta_{\min}-\lambda+\tfrac12\Delta''q^2-\frac{\lambda}{2}\left(\frac{2\pi}{N}\right)^2\frac{d^2}{dq^2}, \tag{9}$$

a harmonic oscillator with lowest eigenvalue $\Delta_{\min}-\lambda+(\pi/N)\sqrt{\lambda\Delta''}$ and $\langle q^2\rangle=(\pi/N)\sqrt{\lambda/\Delta''}$. Setting the eigenvalue to zero gives

$$\lambda_c\approx\Delta_{\min}+\frac{\pi}{N}\sqrt{\Delta''\Delta_{\min}},\qquad \mathcal E_c\approx\frac{2\pi\Delta_{\min}}{eNa}. \tag{10}$$

The correction is the price of confining the soft mode near the smallest gap.

## 6. An alternating chain

Take $a=0.5$ nm, sites half a period apart with energies $\pm1.2$ eV, and alternating hoppings $t_1=1.4$ eV and $t_2=0.5$ eV. The off-diagonal element $t_1e^{ika/2}+t_2e^{-ika/2}$ gives

$$\Delta(k)=2\sqrt{1.2^2+t_1^2+t_2^2+2t_1t_2\cos ka}\ \text{ eV}\quad(t_1,t_2\text{ in eV}).$$

The minimum, at $ka=\pi$, is $2\sqrt{1.44+0.81}=3.0$ eV. Differentiating $\Delta^2$ twice there gives $2\Delta_{\min}\Delta''=8t_1t_2$, so $\Delta''=2.8/3.0=0.933$ eV.

This chain has no inversion centre, so on a finite mesh the threshold depends on the direction of the field. The table is for $\mathcal E>0$ with orbital 1 at $+1.2$ eV and $H_{12}=t_1e^{ika/2}+t_2e^{-ika/2}$. With the field reversed, $\lambda_c/\Delta_{\min}$ is roughly 0.9 at $N=8$ and slightly above 1 at $N=16$; the bound $\Lambda_N$ and the limit (10) are the same for both directions. Following the minimum up from zero field gives:

| $N$ | $\lambda_c/\Delta_{\min}$ | $\Lambda_N/\Delta_{\min}$ | $\mathcal E_c$ (V/nm) |
|---|---|---|---|
| 8 | 0.803 | 1.283 | 3.79 |
| 16 | 0.989 | 1.126 | 2.33 |
| 32 | 1.038 | 1.059 | 1.22 |
| 64 | 1.024 | 1.028 | 0.603 |
| 128 | 1.013 | 1.014 | 0.298 |

For $N=64$ the last column is $2\pi\times1.024\times3.0/(64\times0.5)=0.603$ V/nm. The threshold field falls at each refinement, although $\lambda_c$ itself is not monotonic.

Equation (10) predicts that $N(\lambda_c/\Delta_{\min}-1)$ tends to $\pi\sqrt{0.933/3.0}=1.75$. The values at $N=64$ and $128$ are 1.541 and 1.649; removing a remainder proportional to $1/N$ gives $2\times1.649-1.541=1.757$. This agreement supports the assumption made in Section 5.

For the tabulated field direction, $\lambda_c$ at $N=8$ and $16$ lies below the gap, contrary to the sign of the correction in (10). Equation (10) does not apply on so coarse a mesh. Section 5 set $g_j=\Delta_j$, $|W_j|=1$ and dropped the pair terms, which costs only order $1/N^2$ on a fine mesh. By Sections 3 and 4, $g_j\le\Delta_j$, $|W_j|\ge1$, and the overall phase $\alpha$ can make the pair terms non-positive, so each of these neglected effects acts to lower the stiffness. How much each contributes at $N=8$ and $16$ is not separated here.

Read the other way, (10) limits the mesh at a given field. At 1 V/nm the leading estimate is $N\approx2\pi\times3.0/(1\times0.5)\approx38$. Consistently, the minimum survives this field at $N=32$ and is gone at $N=64$.

These results hold for independent electrons in two bands. The field $\mathcal E_c$ is a property of the mesh and tends to zero as $N$ grows; it is not the dielectric breakdown field of a material. Self-consistent potentials would add terms to the Hessian that are not included here. The numerical check compares (5) and (6) with finite differences of the defining enthalpy (1).

## Computed values

```
largest gradient error against finite differences: 2.8e-07 eV
largest Hessian error: 3.1e-06 eV (largest entry 10.0 eV)
flat chain: gap 3.0 eV, period 0.5 nm
  flat N= 4: critical field 9.425 V/nm
  flat N= 6: critical field 7.255 V/nm
  flat N= 8: critical field 4.712 V/nm
  flat N=16: critical field 2.356 V/nm
  flat N=32: critical field 1.178 V/nm
  N=16, true shift 1 cells: mesh credits 0.974 cells
  N=16, true shift 2 cells: mesh credits 1.801 cells
  N=16, true shift 4 cells: mesh credits 2.546 cells
  N=16, true shift 6 cells: mesh credits 1.801 cells
  N=16, true shift 8 cells: mesh credits 0.000 cells
  N=16, longest possible reach N/(2 pi): 2.546 cells
  at 0.7 of threshold: lowest stiffness 0.900 eV, but a spiral
  state has enthalpy per cell changed by -0.1493 eV
alternating chain: hoppings 1.4, 0.5 eV, site energies +-1.2 eV
smallest direct gap 3.000 eV, largest 4.494 eV
gap curvature in ka: 0.9333 eV
N=  8: lam_c/gap 0.8033, bound/gap 1.2825, E_c 3.7854 V/nm, gap/(eNa) 0.7500
N= 16: lam_c/gap 0.9888, bound/gap 1.1260, E_c 2.3298 V/nm, gap/(eNa) 0.3750
N= 32: lam_c/gap 1.0379, bound/gap 1.0586, E_c 1.2228 V/nm, gap/(eNa) 0.1875
N= 64: lam_c/gap 1.0241, bound/gap 1.0283, E_c 0.6032 V/nm, gap/(eNa) 0.0938
N=128: lam_c/gap 1.0129, bound/gap 1.0139, E_c 0.2983 V/nm, gap/(eNa) 0.0469
N*(lam_c/gap-1): N=64 1.541, N=128 1.649, extrapolated 1.757
  oscillator formula pi*sqrt(curvature/gap): 1.752
soft mode N=128: centre ka/pi 1.0000, phase step 90.00 deg
  rms width in ka 0.2121, oscillator formula 0.2104
N=8, lam 0.1% above bound, 400 random states: highest value of the
  lowest stiffness -5.250 eV
descent N=8 at 0.90 lam_c: late force 5.9e-16 eV, smallest overlap met 0.8928
descent N=8 at 1.05 bound: late force 1.0e+01 eV, smallest overlap met 0.2190
N=16 with common band term 0.8 eV: indirect gap 2.147 eV,
  lam_c 2.9664 eV, without the term 2.9664 eV
field 1 V/nm: leading estimate of the largest mesh N = 37.7
```
